# A separable model self-energy operator for s states and its extrapolation error, part 2

We seek a model operator $h$ that reproduces the self-energy matrix of the Dirac–Coulomb states $\psi_n$ ($ns$, point nucleus) for $n=1,\dots,N$, and ask how well it predicts states with $n>N$. Units are $\hbar=c=m=1$, with $\zeta=Z\alpha$ and $t=\zeta r$. In scaled units $H=p^2/2-1/t$ and $E_n=-1/2n^2$. The nonrelativistic radial function $R_n(t)$ has $R_n(0)=2n^{-3/2}$.

The reference matrix $\Sigma_{ik}$ and its dimensionless form $F$ are

$$\Sigma_{ik}=\tfrac12\langle\psi_i|\Sigma(\varepsilon_i)+\Sigma(\varepsilon_k)|\psi_k\rangle=\frac{\alpha}{\pi}\,\zeta^4\,\frac{F_{ik}}{(n_in_k)^{3/2}} .\tag{1}$$

Here $\varepsilon_i$ is the Dirac energy; below, $\epsilon=1/n^2$. The model is

$$h=V+\sum_{i,k=1}^N|\phi_i\rangle B_{ik}\langle\phi_k|,\qquad V=A\,e^{-t/\zeta},\qquad \phi_i\propto\tfrac12\left[1-(-1)^{n_i}\beta\right]e^{-2t}\psi_i .\tag{2}$$

$A$ is fixed by $V_{11}=\Sigma_{11}$. The unit-norm $\phi_i$ keep the large component for odd $n_i$ and the small one, $Q\simeq\tfrac\zeta2\,tR'$ at small $\zeta$, for even $n_i$. The overlap matrix $S_{ik}=\langle\phi_i|\psi_k\rangle$ is not symmetric; its small-component rows are of order $\zeta$.

At order $\alpha\zeta^4$, omitting terms of relative order $\zeta$,

$$F_{ik}=\tfrac43\left[\ln\zeta^{-2}+\tfrac56-L_{ik}\right].\tag{6}$$

$$L_{ik}=\frac{(n_in_k)^{3/2}}{4}\sum_mD_{mi}D_{mk}\left[\Delta_i\ln|2\Delta_i|+\Delta_k\ln|2\Delta_k|\right]$$

The diagonal $L_{nn}$ is the Bethe logarithm. The sum runs over p states $R^{(p)}_m$, with $\Delta_i=E_m-E_i$ and $D_{mi}=\int R^{(p)}_mR_i'\,t^2dt$. This velocity form is the reference. The length form replaces $D_{mi}D_{mk}\Delta_i$ by $X_{mi}X_{mk}\Delta_i^3$, with $X_{mi}=\int R^{(p)}_mR_i\,t^3dt$. With $g(\Delta)=\Delta^2\ln|2\Delta|$ the symmetrized sums differ by

$$\tfrac12\sum_mX_{mi}X_{mk}(\Delta_i-\Delta_k)\left[g(\Delta_i)-g(\Delta_k)\right]=(E_k-E_i)Y_{ik}=[Y,H]_{ik},\tag{8}$$

where $Y_{ik}=\tfrac12\sum XX[g(\Delta_i)-g(\Delta_k)]$ is antisymmetric. This changes off-diagonal elements but shifts no level in first order.

The example is B$^{4+}$, with $Z=5$, $\zeta=0.0364868$ and $\gamma=\sqrt{1-\zeta^2}=0.9993341$.

## Solving for the coefficients

Let $\mathsf M=\Sigma-V$ on the fitted block. From (2), $\langle\psi_j|h-V|\psi_l\rangle=\sum_{ik}S_{ij}B_{ik}S_{kl}=(S^TBS)_{jl}$. If $S$ is invertible, multiplying $S^TBS=\mathsf M$ by $S^{-T}$ on the left and $S^{-1}$ on the right gives the only solution,

$$B=S^{-T}\mathsf M\,S^{-1},\tag{10}$$

and substitution shows that it is one. $B$ is symmetric because $\mathsf M$ is, so $h$ is Hermitian. For a state outside the set let $v_i=\langle\phi_i|\psi_n\rangle$. Then

$$\langle h\rangle_n=V_{nn}+v^TBv=V_{nn}+c^T\mathsf Mc,\qquad Sc=v .\tag{11}$$

The equation $Sc=v$ says that $\chi=\psi_n-\sum c_k\psi_k$ is orthogonal to every $\phi_i$. The model replaces $\psi_n$ by this oblique projection onto the fitted states. It is not the orthogonal projection, which vanishes. Extending $\mathsf M$ to include state $n$ and writing $\bar\psi=\sum c_k\psi_k$, the error is $\langle h\rangle_n-\Sigma_{nn}=-2\langle\bar\psi|\mathsf M|\chi\rangle-\langle\chi|\mathsf M|\chi\rangle$. It is small if $\chi$ is small where $\mathsf M$ acts; it can also be small through cancellation, as the case $N=2$ below shows. Mixing the projectors with an invertible matrix $T$ sends $S\to TS$ and $v\to Tv$ and leaves $c$ unchanged, so only the span of the $\phi_i$ matters.

The algorithm is: compute $F$ on the fitted block, fix $A$ from $1s$, form $S$ and $\mathsf M$, and either store $B$ or solve $Sc=v$ for each state. Three tests cover it. The operator with closed-form $B$ is applied to functions on a grid and reproduces the fitted $F_{ik}$ to $2\times10^{-13}$, and the predictions (11) within the tolerance $10^{-6}$. The arrangement $S^{-1}\mathsf MS^{-T}$ is tested to miss the fitted block by more than $0.1$ in $F$. Projectors mixed by a full $3\times3$ matrix give the same predictions within $10^{-5}$.

## The weights as an extrapolation

Define $a_k=c_k(n/n_k)^{3/2}$ and let $F^V$ be $V$ in the units of (1). Multiplying (11) by $n^3$,

$$F^{\rm pred}_n=F^V_{nn}+a^T(F-F^V)\,a .\tag{12}$$

In the nonrelativistic limit $R_n=2n^{-3/2}u(t;\epsilon_n)$ with $\epsilon=1/n^2$, $u(0)=1$ and $u''+2u'/t+2u/t=\epsilon u$. The series coefficients obey $(j+1)(j+2)u_{j+1}=-2u_j+\epsilon u_{j-1}$, so $u=1-t+(\tfrac13+\tfrac\epsilon6)t^2+\dots$, and $u=\sum_j\epsilon^jw_j(t)$ converges for all $\epsilon$, with $w_j$ starting at $t^{2j}$. Then $\chi=-2n^{-3/2}\sum_j\mu_jw_j$ with moments $\mu_j=\sum_ka_k\epsilon_k^j-\epsilon_n^j$, and the conditions read $\sum_j\mu_j\langle\phi_i|w_j\rangle=0$, where a small-component projector acts on $\tfrac\zeta2w_j'$ in place of $w_j$. If the factor $e^{-2t}$ suppressed all $w_j$ with $j\ge N$, these $N$ homogeneous equations would force $\mu_0=\dots=\mu_{N-1}=0$, which defines the Lagrange weights for the nodes $\epsilon_k$. For $N=3$, $n=4$ these are $7/512$, $-7/16$ and $729/512$, and the first moment they leave is $\mu_3=-\prod_k(\epsilon_4-\epsilon_k)=\tfrac{15}{16}\cdot\tfrac3{16}\cdot\tfrac7{144}$. The true weights depart from them because the overlaps $\langle\phi_i|w_j\rangle$ with $j\ge3$ do not vanish. The program tests that the departure is below $0.1$ and that $s=\sum a_k$ is within $2\times10^{-3}$ of unity.

Since all $w_j$ with $j\ge1$ vanish at the origin, $\chi(0)\propto s-1$. A pure contact operator has a constant matrix $F$ and is predicted with relative error $s^2-1$. Far from the nucleus nothing controls $\chi$, because the projectors do not reach there. Both limits are tested with $V$ switched off: $e^{-t/\zeta}$ must be predicted to $0.2\%$, and $1/t$ must fail by more than $10\%$, each relative to the exact diagonal element.

Two exact splittings of the error $\delta=F^{\rm pred}_n-F_{nn}$ follow. Writing $F_{ik}=F_{11}-\tfrac43(L_{ik}-L_{11})$ in (12),

$$\delta=\delta_B+\left[F^V_{nn}-a^TF^Va\right]+F_{11}(s^2-1),\qquad\delta_B=-\tfrac43\left[a^T(L-L_{11})a-(L_{nn}-L_{11})\right],\tag{13}$$

where $L-L_{11}$ is taken elementwise. Alternatively, with the excess $e_{ik}=F_{ik}-\tfrac12(F_{ii}+F_{kk})$, the identity $\tfrac12\sum a_ia_k(F_{ii}+F_{kk})=s\sum a_iF_{ii}$ gives

$$\delta=\delta_{\rm mean}+2\sum_{i<k}a_ia_ke_{ik},\qquad\delta_{\rm mean}=F^V_{nn}-a^TF^Va+s\sum_ia_iF_{ii}-F_{nn}.\tag{14}$$

The mean part is an extrapolation of the diagonal in $\epsilon$. With Lagrange weights an excess is harmless if it is proportional to $(\epsilon_i-\epsilon_k)^2$, since $\sum a_ia_k(\epsilon_i-\epsilon_k)^2=2s\sum a\epsilon^2-2(\sum a\epsilon)^2$ vanishes for them when $N\ge3$. For the actual weights of the example below this sum is small but not zero, $-0.0060$ for $4s$ and $-0.0100$ for $5s$, so a quadratic excess is suppressed, not removed.

## Worked example: hydrogen-like boron

For B$^{4+}$, $Z=5$, $\zeta=0.0364868$, $\gamma=0.9993341$, $\ln\zeta^{-2}=6.621611$, and the energy unit is $(\alpha/\pi)\zeta^4mc^2=2.103666$ meV. From (6), $F_{11}=\tfrac43(6.621611+0.833333-2.984129)=5.96109$, a shift of $12.540$ meV. The $2s$ and $3s$ shifts are $1.628$ and $0.487$ meV, and $A=39.72$ eV.

| $ik$ | $F$ | $F^V$ | $F-F^V$ |
|---|---|---|---|
| 11 | 5.96109 | 5.96109 | 0 |
| 12 | 6.00983 | 5.95342 | 0.05641 |
| 13 | 6.00906 | 5.95156 | 0.05750 |
| 22 | 6.19090 | 5.94581 | 0.24509 |
| 23 | 6.20487 | 5.94395 | 0.26092 |
| 33 | 6.24971 | 5.94210 | 0.30761 |

$F^V$ is nearly constant. Its variation is of relative order $\zeta^2$: the $t^2$ term of $u_iu_k$ contains $(\epsilon_i+\epsilon_k)/6$, and the Dirac normalization varies with $n$ at the same order.

Solving $Sc=v$ for $4s$ gives $a=(0.00900,-0.40430,1.39525)$, against the Lagrange weights $(0.01367,-0.43750,1.42383)$, with $s-1=-4.4\times10^{-5}$. As a check, $c_k=a_k(n_k/4)^{3/2}=(0.001125,-0.142942,0.906241)$, and the first row of $S$ gives $0.6495353\,c_1+0.1959194\,c_2+0.1036968\,c_3=0.000731-0.028005+0.093974=0.066700$, which is $\langle\phi_1|\psi_4\rangle=0.0667005$. The quadratic form in (12) has the terms

$$a_2^2\cdot0.24509=0.04006,\qquad a_3^2\cdot0.30761=0.59883,\qquad2a_1a_2\cdot0.05641=-0.00041,$$

$$2a_1a_3\cdot0.05750=0.00144,\qquad2a_2a_3\cdot0.26092=-0.29437,$$

which add to $0.34555$. With $F^V_{44}=5.94051$ the prediction is $6.28606$. The direct value is $\tfrac43(6.621611+0.833333-2.749812)=6.27351$, so $\delta=0.01255$, or $0.200\%$ of $F_{44}$. The shift is $2.103666\times6.28606/64=0.20662$ meV ($1.6665$ cm$^{-1}$) against $0.20621$ meV ($1.6632$ cm$^{-1}$).

For $5s$, $a=(0.01461,-0.59996,1.58527)$, the Lagrange weights are $(0.02240,-0.65536,1.63296)$ and $s-1=-8.0\times10^{-5}$. The prediction is $6.30625$ against $6.28549$, so $\delta=0.02075$, or $0.330\%$ of $F_{55}$. The shifts are $0.10613$ meV ($0.8560$ cm$^{-1}$) and $0.10578$ meV ($0.8532$ cm$^{-1}$). Plain $1/n^3$ scaling from $3s$ sets $F_{nn}=F_{33}$ and errs by $-0.02380$ and $-0.03579$. The program tests that the model error is below $1\%$ and smaller in magnitude than these. The gain is less than a factor of two, and the sign is reversed. Relative to $F_{nn}$ these errors are at most $0.03579/6.28549\approx0.6\%$, small compared with $\zeta=0.036$, the relative order of the terms omitted from the reference, whose coefficient is not computed here.

## Error analysis

### Where the error sits

The range test gives relative errors $-4.4\times10^{-5}$ ($4s$) and $-7.3\times10^{-5}$ ($5s$) for $e^{-t/\zeta}$, and $0.245$ and $0.252$ for $1/t$. The short-range errors are about half of $2(s-1)$, the pure-contact value. The two need not agree at this level, because $F^V$ is not exactly constant. In (13) for $4s$ the bracket is $+4.4\times10^{-5}\times5.94=+0.00026$ and the last term is $2(-4.4\times10^{-5})\times5.96=-0.00052$. Their sum $-0.00026$ agrees within rounding with $\delta-\delta_B=0.01255-0.01282$. For $5s$, $\delta_B=0.02128$. The Bethe part is tested to account for $\delta$ within $20\%$, and it does so to a few per cent.

The local potential enters (13) only through the bracket. Omitting $V$ changes the errors to $0.01229$ and $0.02032$, slightly smaller than with $V$. At this order and for these states $V$ does not improve the prediction. To first order, an error $\delta a$ in the weights changes the prediction by $2\,\delta a^T(F-F^V)a$, where the matrix has elements up to $0.3$ instead of about $6$. Since $F^V$ is nearly constant, this reduces the sensitivity to an error in the sum $s$, and hardly at all to errors that leave $s$ unchanged.

In (14) for $4s$, $e_{12},e_{13},e_{23}=-0.06616,-0.09633,-0.01543$, and the excess term is $0.00048-0.00242+0.01741=0.01547$, while $\delta_{\rm mean}=-0.00292$. For $5s$ the values are $0.02605$ and $-0.00529$. The excess term is tested to exceed twice the mean part. It is positive because the two largest weights have opposite signs and $e_{23}<0$. Dividing by $(\epsilon_i-\epsilon_k)^2=(3/4)^2,(8/9)^2,(5/36)^2$ gives about $-0.12$, $-0.12$ and $-0.80$, so $e_{23}$ is far from the harmless quadratic pattern. The origin of this departure is not derived here.

The off-diagonal elements thus enter in two ways. Their size is needed: dropping the off-diagonal part of $F-F^V$ leaves $0.04006+0.59883$ in the sum above and an error of $0.3059$ for $4s$ and $0.5154$ for $5s$, tested to be more than five times $\delta$. Their fine structure sets the residual error, and by (8) that structure is a convention. With the length-form matrix, which has the same levels in first order, the errors are $0.06389$ and $0.10739$, larger in magnitude than those of $1/n^3$ scaling. The advantage of the model over that scaling therefore holds for the velocity-form reference and is not a property of the construction. For $N=3$, replacing the off-diagonal elements by arithmetic means gave the smallest errors of the variants computed, the values $\delta_{\rm mean}$ above, at the price of no longer reproducing (1). This is not general: for $N=2$ the same replacement increases the $5s$ error, as the table below shows.

### Dependence on the number of fitted states

| $N$ | $\delta(5s)$ | mean part | excess part | cond $S$ |
|---|---|---|---|---|
| 1 | $-0.34586$ | $-0.34586$ | 0 | 1 |
| 2 | $-0.00933$ | $-0.04622$ | 0.03689 | $4.97\times10^2$ |
| 3 | 0.02075 | $-0.00529$ | 0.02605 | $3.32\times10^4$ |
| 4 | 0.00906 | $-0.00046$ | 0.00951 | $1.48\times10^8$ |

For $N=1$, $\mathsf M=0$ and the model is $V$ alone: $5.93964-6.28549$. For this state the mean part falls by a factor of 7 to 12 per added fitted state, and the excess part falls more slowly from $N=2$ on. The total is not monotonic. At $N=2$ the parts nearly cancel, so the error there is smaller than at $N=3$ and of opposite sign. The program tests the shrinking of each part, their opposite signs at $N=2$ and $3$, the change of sign and growth of the total from $N=2$ to $3$, and its fall at $N=4$. Since the total is the sum of two parts of opposite sign that fall at different rates, the difference between successive $N$ is not a reliable error estimate, and a small error at low $N$ is no evidence of convergence.

### Conditioning and rounding

Near the nucleus the $u(t;\epsilon_k)$ differ only through the $w_j$ with $j\ge1$, so the columns of $S$ are nearly proportional and the condition number $\kappa_S$ grows quickly with $N$. Rows of order $\zeta$ add to it. For $N=3$ the elements of $B$ reach $2.1\times10^6$ meV, against matrix elements of at most $12.5$ meV, and occur with both signs. Forming $B$ and contracting it with two overlap vectors can lose a factor $\kappa_S^2$ of the rounding unit, whereas solving $Sc=v$ can lose $\kappa_S$. These are worst-case bounds. At $N=3$ the observed misfit with explicit $B$ is $2\times10^{-13}$, far below the bound. At $N=4$, $\kappa_S^2$ exceeds the reciprocal of the double-precision rounding unit, the bound no longer guarantees anything, and the entries of the table were obtained by solving for $c$.

Errors in the reference data are not amplified by $\kappa_S$. From (12), with $A$ held fixed, a perturbation of each $F_{ik}$ by at most $\tau$ changes the prediction by at most $(\sum|a_k|)^2\tau$, which is $1.81^2\tau\approx3.3\,\tau$ for $4s$ and $2.20^2\tau\approx4.8\,\tau$ for $5s$. For a trial function that is not close to a Coulomb s function within the range of the projectors, such as an inaccurate orbital, a relative error in $v$ can be amplified in $c=S^{-1}v$ by up to $\kappa_S$, and the large elements of $B$ need not cancel; this case is not tested here.

With unit-norm projectors and $N=3$ the alternation of large and small components lowers $\kappa_S$ from $4.54\times10^4$ to $3.32\times10^4$ at this $Z$. This is not a general rule: the small-component rows of order $\zeta$ inflate $\kappa_S$, and at $N=4$, or at smaller $Z$, the alternating choice has the larger value. Scaling the rows of the alternating $S$ to unit length, which leaves $c$ unchanged, lowers $\kappa_S$ to about $4\times10^3$ at $N=3$. All-large projectors give slightly smaller errors for $N=3$, $0.01054$ and $0.01694$. Both choices obey moment conditions of the same form, with different $\langle\phi_i|w_j\rangle$; the splitting (14) was not evaluated for the all-large choice.

## Values computed for the example and the checks

```
Z = 5, Z alpha = 0.0364868, gamma = 0.9993341
unit (alpha/pi)(Z alpha)^4 mc^2 = 2.103666 meV; 1 meV = 8.06554 cm^-1
quadrature: F1' const -0.37500, F2(0)/(alpha/2pi) 1.00000, matching const -0.833333
sum-rule deviation: velocity 4e-13, length 6e-12
Laguerre (70): vs exact at K=2 1e-11, completeness deficiency 6e-05
ln (Z alpha)^-2 = 6.621611
L row 1s: 2.984129 2.947571 2.948146 2.948942 2.949427
L row 2s: 2.947571 2.811770 2.801289 2.800752 2.800913
L row 3s: 2.948146 2.801289 2.767664 2.763113 2.762566
L row 4s: 2.948942 2.800752 2.763113 2.749812 2.747417
L row 5s: 2.949427 2.800913 2.762566 2.747417 2.740824
length-form L12 L13 L23: 3.082127 3.112752 2.838216
F row 1s: 5.96109 6.00983 6.00906
F row 2s: 6.00983 6.19090 6.20487
F row 3s: 6.00906 6.20487 6.24971
F^V row 1s: 5.96109 5.95342 5.95156
F^V row 2s: 5.95342 5.94581 5.94395
F^V row 3s: 5.95156 5.94395 5.94210
A = 39.7209 eV
<phi_1|psi_1..5>: 0.6495353 0.1959194 0.1036968 0.0667005 0.0475127
<phi_2|psi_1..5>: 0.0123771 0.0051605 0.0028704 0.0018776 0.0013478
<phi_3|psi_1..5>: 0.5733573 0.1898772 0.1017632 0.0657261 0.0469056
B row 1 (meV): 6.65908e+03 1.18625e+05 -1.01145e+04
B row 2 (meV): 1.18625e+05 2.14527e+06 -1.80806e+05
B row 3 (meV): -1.01145e+04 -1.80806e+05 1.53751e+04
cond S: alternating 3.321e+04, all large 4.542e+04
max |F_model - F| in fitted block (grid) = 2e-13
excess e12 e13 e23: -0.06616 -0.09633 -0.01543
shifts 1s 2s 3s (meV): 12.54014 1.62795 0.48694
4s weights a: 0.00900 -0.40430 1.39525 sum-1 = -4.4e-05
4s Lagrange weights: 0.01367 -0.43750 1.42383
4s rel. error: exp(-t/za) -4.4e-05, 1/t 0.245
4s F: local 5.94051 model 6.28606 direct 6.27351
4s error 0.01255 (0.200 %); Bethe part 0.01282; excess term 0.01547
4s errors: 1/n^3 from 3s -0.02380, diagonal only 0.3059, mean off-diag -0.00292
4s errors: no V 0.01229, all-large 0.01054, length-form reference 0.06389
4s shift: model 0.206621 meV = 1.66651 cm^-1, direct 0.206209 meV = 1.66319 cm^-1
5s weights a: 0.01461 -0.59996 1.58527 sum-1 = -8.0e-05
5s Lagrange weights: 0.02240 -0.65536 1.63296
5s rel. error: exp(-t/za) -7.3e-05, 1/t 0.252
5s F: local 5.93964 model 6.30625 direct 6.28549
5s error 0.02075 (0.330 %); Bethe part 0.02128; excess term 0.02605
5s errors: 1/n^3 from 3s -0.03579, diagonal only 0.5154, mean off-diag -0.00529
5s errors: no V 0.02032, all-large 0.01694, length-form reference 0.10739
5s shift: model 0.106130 meV = 0.85600 cm^-1, direct 0.105781 meV = 0.85318 cm^-1
5s error in F, N = 1..4: -0.34586 -0.00933 0.02075 0.00906
5s mean part, N = 1..4: -0.34586 -0.04622 -0.00529 -0.00046
5s excess part, N = 1..4: 0.00000 0.03689 0.02605 0.00951
cond S, N = 1..4: 1.00e+00 4.97e+02 3.32e+04 1.48e+08
```
